# Tenfold Q, Hundredfold Narrower Laser Line: Estimate and Conditions

When the linewidth of a heterogeneous silicon laser is recalculated for a better cavity, one must decide whether the inversion factor of the old design may be carried over or must be found again from the new threshold. In the example below this decision changes the predicted linewidth from 144 Hz to about 706 Hz, at the same loaded \(Q\), output power and coupling fraction. The hundredfold reduction belongs to the first case, in which the III-V confinement is lowered together with the cavity loss.

## Back-of-envelope argument

Spontaneous photons disturb the phase of the laser field. The linewidth is therefore proportional to their rate \(R\) into the lasing mode, and inversely proportional to the number \(I\) of photons already there, since a large field is turned less by one added photon.

Let \(\kappa=\omega/Q\) be the energy loss rate of the cavity. At threshold the gain equals the loss, so \(R\propto\kappa\) if the degree of inversion is unchanged. At fixed output power and coupling fraction, \(I\propto1/\kappa\). Hence

\[
\Delta\nu\propto \frac{R}{I}\propto\kappa^2\propto\frac1{Q^2}.
\]

A tenfold \(Q\) gives one factor of ten from fewer spontaneous events and another from more stored photons. If the photon number were held fixed instead of the power, only the first factor would remain.

## Controlled derivation

**Assumptions.** One high-\(Q\) mode runs far enough above threshold that \(I\gg1\) and its relative intensity fluctuations are small, with a gain bandwidth much larger than \(\kappa\). The loss is linear, and gain compression, pump noise, thermal noise and technical noise are left out. The loaded \(Q\) includes output coupling and passive losses, but not the interband gain and absorption of the active medium. Linewidth means full width at half maximum.

**Photon number.** Let \(\kappa_{\rm ex}\) be the loss rate into the useful output and \(\eta=\kappa_{\rm ex}/\kappa\) the coupling fraction. Then

\[
P=\hbar\omega\,\kappa_{\rm ex}I=\eta\kappa\hbar\omega I,
\qquad I=\frac{P}{\eta\kappa\hbar\omega}.
\]

Fixed \(\eta\) is a real demand on the cavity: the intrinsic loss must also fall tenfold. Weaker output coupling alone would lower \(\eta\) and would not give a tenfold \(Q\). Starting from \(\eta=0.5\), it could at most double \(Q\), because half of the loss is intrinsic.

**Spontaneous rate.** Let \(G_{\rm em}\) and \(G_{\rm abs}\) be the interband emission and absorption rates per photon, and \(G=G_{\rm em}-G_{\rm abs}\) the net gain. Emission is proportional to \(I+1\), so

\[
\frac{dI}{dt}=G_{\rm em}(I+1)-G_{\rm abs}I-\kappa I
=(G-\kappa)I+G_{\rm em}.
\]

The last term is the spontaneous rate, \(R=G_{\rm em}\). In the steady state \(G=\kappa-R/I\), which is \(\kappa\) to leading order in \(1/I\). With the inversion factor \(n_{\rm sp}=G_{\rm em}/(G_{\rm em}-G_{\rm abs})\),

\[
R=n_{\rm sp}\kappa .
\]

**Direct phase noise.** Take the field amplitude as \(\sqrt I\), with its phase initially zero. A spontaneous event adds a unit phasor of random angle \(\theta\). For \(I\gg1\) the phase step is \(\sin\theta/\sqrt I\), with mean square \(1/(2I)\). The phase variance thus grows at the rate \(R/(2I)\).

The phasor picture can be justified from the master equation. Let \(Y=(a-a^\dagger)/(2i)\), the quadrature perpendicular to the mean field. For loss at unit rate, the equation of motion of an operator \(O\) is

\[
\frac{d\langle O\rangle}{dt}=\tfrac12\left\langle a^\dagger[O,a]+[a^\dagger,O]a\right\rangle .
\]

Since \([a,a^\dagger]=1\), one has \([Y^2,a]=Y/i\) and \([a^\dagger,Y^2]=-Y/i\). With \(Ya=aY+1/(2i)\),

\[
\frac1{2i}(a^\dagger Y-Ya)
=\frac1{2i}\left[-(a-a^\dagger)Y-\frac1{2i}\right]
=-Y^2+\frac14 .
\]

For gain at unit rate, \(a\) and \(a^\dagger\) change places in the equation of motion. The commutators are \([Y^2,a^\dagger]=Y/i\) and \([a,Y^2]=-Y/i\), and \(Ya^\dagger=a^\dagger Y+1/(2i)\), so

\[
\frac1{2i}(aY-Ya^\dagger)
=\frac1{2i}\left[(a-a^\dagger)Y-\frac1{2i}\right]
=Y^2+\frac14 .
\]

The gain rate is \(G_{\rm em}\) and the total loss rate is \(G_{\rm abs}+\kappa=G_{\rm em}\). The \(Y^2\) terms cancel and the constants add:

\[
\frac{d\langle Y^2\rangle}{dt}
=\frac{G_{\rm em}+G_{\rm abs}+\kappa}{4}=\frac R2 .
\]

A small phase deviation is \(Y/\sqrt I\), so its variance grows at \(R/(2I)\), as in the phasor picture.

**Delayed phase noise.** The event also changes the intensity. While the carriers restore it, the refractive index differs from its steady value. The linewidth enhancement factor \(\alpha\) is defined here by

\[
\frac{d\phi}{dt}=\frac\alpha2(G-\kappa).
\]

After the kick, \(d\ln I/dt=G-\kappa\), where the mean spontaneous term is neglected at leading order in \(1/I\). If the kick changes the photon number from \(I\) to \(I_{\rm k}\), integration over the recovery gives

\[
\Delta\phi_{\rm delayed}
=\frac\alpha2\int(G-\kappa)\,dt
=\frac\alpha2\ln\frac{I}{I_{\rm k}}
=-\frac\alpha2\ln\frac{I_{\rm k}}{I}.
\]

Within these equations the result does not depend on the path of the recovery, whether it oscillates or not.

Define \(z=\ln(1+e^{i\theta}/\sqrt I)\). The direct step is \(\operatorname{Im}z\). Since \(I_{\rm k}/I=|1+e^{i\theta}/\sqrt I|^2\), also \(\ln(I_{\rm k}/I)=2\operatorname{Re}z\). The total step is

\[
\Delta\phi=\operatorname{Im}z-\alpha\operatorname{Re}z
\simeq\frac{\sin\theta-\alpha\cos\theta}{\sqrt I}.
\]

Averaged over \(\theta\), \(\sin^2\theta\) and \(\cos^2\theta\) give \(1/2\) each and the cross term vanishes:

\[
\langle\Delta\phi^2\rangle=\frac{1+\alpha^2}{2I}.
\]

**From phase variance to linewidth.** Independent events at rate \(R\) give, over times long compared with the recovery, a phase variance \(Dt\) with

\[
D=\frac{R(1+\alpha^2)}{2I}.
\]

The sum of many small independent steps is Gaussian, so the field correlation is \(\langle e^{i\Delta\phi}\rangle=e^{-D|t|/2}\). With \(\delta\) the angular detuning from line centre, its Fourier transform is

\[
\int_{-\infty}^{\infty}e^{-D|t|/2}e^{i\delta t}dt
=\frac{D}{\delta^2+(D/2)^2}.
\]

This falls to half its peak at \(\delta=\pm D/2\). The full width is \(D\) in angular frequency and \(D/(2\pi)\) in hertz. Inserting \(R\) and \(I\),

\[
\Delta\nu=\frac{R(1+\alpha^2)}{4\pi I}
=\frac{n_{\rm sp}\hbar\omega\,\eta\,\kappa^2(1+\alpha^2)}{4\pi P}.
\]

At fixed \(P\), \(\eta\), \(\omega\), \(n_{\rm sp}\) and \(\alpha\), replacing \(\kappa\) by \(\kappa/10\) divides the linewidth by 100.

## What fixes the inversion factor

Consider symmetric bands whose upper state has occupation \(p\) and whose lower state has occupation \(1-p\). Emission needs a full upper and an empty lower state, and absorption the reverse:

\[
G_{\rm em}=G_{\max}p^2,\qquad G_{\rm abs}=G_{\max}(1-p)^2,
\]

\[
G=G_{\max}(2p-1).
\]

Here \(G_{\max}\) is proportional to the confinement factor \(\Gamma\), the share of the mode in the active material. Threshold requires \(2p-1=\kappa/G_{\max}\equiv x\), so \(p=(1+x)/2\) and

\[
n_{\rm sp}=\frac{p^2}{2p-1}=\frac{(1+x)^2}{4x}.
\]

If \(\Gamma\) falls in proportion to \(\kappa\), then \(x\), the carrier density and \(n_{\rm sp}\) stay fixed. With \(\alpha\) set by that same carrier density, the hundredfold result holds. A heterogeneous laser offers this choice because the mode can be moved from the III-V material into silicon.

If \(\Gamma\) is kept, a tenfold lower loss changes \(x\) to \(x/10\). The laser then works closer to transparency, where absorption nearly balances emission and more spontaneous emission accompanies each unit of net gain. For equal \(\alpha\), the reduction is

\[
100\,\frac{(1+x)^2/(4x)}{(1+x/10)^2/(4x/10)}
=10\left(\frac{1+x}{1+x/10}\right)^2 .
\]

The ratio in brackets rises with \(x\), since the numerator of its derivative is \((1+x/10)-(1+x)/10=0.9\). For \(0<x<1\) the reduction therefore lies between the limits 10 and 33.06. In this model, at fixed confinement and equal \(\alpha\), a hundredfold reduction is out of reach.

## Comparison for three designs

Take round model parameters: wavelength 1550 nm, \(P=1\) mW, \(\eta=0.5\), \(\alpha=4\) and initial inversion \(x=0.5\). Design A has \(Q=10^5\). Designs B and C have \(Q=10^6\), B with scaled confinement and C with the confinement of A.

For A, \(\kappa=1.2153\times10^{10}\ \mathrm{s^{-1}}\) and \(\hbar\omega=1.2816\times10^{-19}\) J, so

\[
I=\frac{10^{-3}}{0.5\,(1.2153\times10^{10})(1.2816\times10^{-19})}
=1.284\times10^6 .
\]

The inversion factor is \(1.5^2/2=1.125\), which gives \(R=1.367\times10^{10}\ \mathrm{s^{-1}}\). Then

\[
\Delta\nu_A=\frac{(1.367\times10^{10})(1+4^2)}{4\pi(1.284\times10^6)}
\simeq1.44\times10^4\ \mathrm{Hz}.
\]

| Design | \(n_{\rm sp}\) | \(R\) (s\(^{-1}\)) | \(I\) | \(\Delta\nu\) (Hz) |
|---|---:|---:|---:|---:|
| A | 1.125 | \(1.367\times10^{10}\) | \(1.284\times10^6\) | 14400 |
| B | 1.125 | \(1.367\times10^9\) | \(1.284\times10^7\) | 144 |
| C | 5.513 | \(6.699\times10^9\) | \(1.284\times10^7\) | 706 |

B gains a factor of ten from \(R\) and ten from \(I\). C has the same photon number as B, but its spontaneous rate is only about half that of A. Its reduction is \(10(1.5/1.05)^2=20.4\). Carrying \(n_{\rm sp}\) over from A to C would underestimate the linewidth by a factor of 4.9.

The linewidths were also obtained by adding single-photon kicks to the nonlinear carrier-photon equations and following the recovery. They agree with the formula within the tested relative tolerance of \(10^{-4}\). This checks the delayed phase and the averaging; the band model and the definition of \(\alpha\) are shared inputs. The rate \(R/(2I)\) was tested separately with a master equation. The numerical output lists the linewidths from the formula and from the kicks.

The pump current shows the same difference between the designs. With \(N\) carriers of lifetime \(\tau\), the steady state needs a carrier supply of \(N/\tau+\kappa I\) per second. The second term equals \(P/(\eta\hbar\omega)\) and is common to all three designs. For \(2\times10^8\) band states and \(\tau=1\) ns, A and B both need 26.5 mA if the active volume is unchanged and every injected electron reaches it. C needs 19.3 mA because its threshold carrier number is lower. At equal active volume, fixed confinement thus saves current but gives up part of the linewidth reduction. If the confinement is lowered by using less active material, B has fewer carriers to supply and this comparison of currents no longer holds.

## Where the estimate stops

The reduction of 20.4 for C and the upper limit 33.06 belong to symmetric bands. In III-V quantum wells the holes are usually heavier than the electrons, which changes \(n_{\rm sp}\) and with it these two numbers. The lower limit 10 does not depend on the masses: as \(x\to0\), \(R=G_{\rm em}\) tends to its value at transparency in both designs, and only the tenfold photon number remains. Design C also assumes that passive absorption in the III-V material still permits \(Q=10^6\) at the old confinement. At equal active volume its photon density in the active material is ten times that of A and B, so gain compression, left out here, matters more in C.

In C, \(\alpha\) was held at 4 although the carrier density changes. If it differs, the reduction from A to C must be multiplied by \((1+\alpha_A^2)/(1+\alpha_C^2)\), and the limits 10 and 33.06 no longer apply as they stand.

The stored energy rises from 0.165 to 1.65 pJ in both high-\(Q\) designs. Two-photon absorption in silicon, and absorption by the carriers it creates, grow with this energy. At a given stored energy, the two-photon loss rate is inversely proportional to the effective mode volume. The values for B and C therefore assume a mode large enough to keep these losses well below \(\kappa\). A compact resonator need not meet this condition. Once these losses contribute noticeably to \(\kappa\), the loaded \(Q\) depends on power and the linear-loss formula fails. The values also leave out the dependence of silicon's refractive index on intensity, which can alter the delayed phase.

The formula gives the quantum-limited Lorentzian part of the line. Independent technical or thermal frequency noise adds to it and need not fall as \(1/Q^2\), so a measured total linewidth may improve by less than a hundredfold.

## Computed results

```
wavelength: 1550 nm
angular frequency: 1.2153e+15 rad/s
photon energy: 1.2816e-19 J
output power: 1.0 mW
coupling fraction: 0.50
linewidth enhancement factor alpha: 4.0
number of band states: 2.0e+08
carrier lifetime: 1.0 ns
A: initial; B: high Q, scaled confinement; C: high Q, fixed confinement
A loaded Q: 1e+05
A cavity loss rate kappa: 1.2153e+10 1/s
A threshold inversion x: 0.500
A inversion factor n_sp: 1.1250
A spontaneous rate into mode: 1.3672e+10 1/s
A photon number: 1.2842e+06
A stored energy: 0.165 pJ
A pump current: 26.53 mA
A linewidth, formula: 14402.71 Hz
A linewidth, kick simulation: 14402.72 Hz
B loaded Q: 1e+06
B cavity loss rate kappa: 1.2153e+09 1/s
B threshold inversion x: 0.500
B inversion factor n_sp: 1.1250
B spontaneous rate into mode: 1.3672e+09 1/s
B photon number: 1.2842e+07
B stored energy: 1.646 pJ
B pump current: 26.53 mA
B linewidth, formula: 144.03 Hz
B linewidth, kick simulation: 144.03 Hz
C loaded Q: 1e+06
C cavity loss rate kappa: 1.2153e+09 1/s
C threshold inversion x: 0.050
C inversion factor n_sp: 5.5125
C spontaneous rate into mode: 6.6991e+09 1/s
C photon number: 1.2842e+07
C stored energy: 1.646 pJ
C pump current: 19.32 mA
C linewidth, formula: 705.73 Hz
C linewidth, kick simulation: 705.73 Hz
ratio of spontaneous rates A/B: 10.000
ratio of photon numbers B/A: 10.000
simulated reduction A/B: 100.000
simulated reduction A/C: 20.408
fixed-confinement reduction, lower bound: 10.00
fixed-confinement reduction, upper bound: 33.06
B output power at the current of A: 1.000000 mW
angular FWHM divided by D: 1.000000
```
